\section*{Does a spin spiral prove antisymmetric exchange? A referee's comment}

\section{The argument under review}

The manuscript considers a magnet built of ferromagnetic layers whose moments turn by a constant angle from each layer to the next. Its central inference runs as follows. Symmetric exchange between two spins depends on their scalar product, so it favours either parallel or antiparallel alignment. An angle in between therefore needs an interaction that favours perpendicular spins. The antisymmetric, or Dzyaloshinskii--Moriya (DM), exchange is such an interaction. Hence, the manuscript concludes, the spiral establishes that DM exchange is present.

The first statement is correct for one isolated pair whose energy is linear in the scalar product, as I assume below. The question is whether it carries over to a chain, in which every spin belongs to several pairs at once.

I use classical unit vectors $\mathbf S_n$, one for each layer, and count each bond once:
\begin{equation}
E=-J_1\sum_n \mathbf S_n\cdot\mathbf S_{n+1}
+K\sum_n \mathbf S_n\cdot\mathbf S_{n+2}.
\label{eq:model}
\end{equation}
With $J_1>0$ first neighbours prefer to be parallel, and with $K>0$ second neighbours prefer to be antiparallel. There is no antisymmetric term. The two preferences cannot both be met: if all first neighbours are parallel, so are all second neighbours. Minimizing each bond separately, as the manuscript does, is then not a legitimate way to find the state of the chain.

\section{Energy of a uniform spiral}

Take spins that turn by an angle $q$ per site in the $xy$ plane,
\begin{equation}
\mathbf S_n=(\cos qn,\ \sin qn,\ 0),\qquad
\mathbf S_n\cdot\mathbf S_{n+r}=\cos qr .
\label{eq:spiral}
\end{equation}
The energy per site is $e(q)=-J_1\cos q+K\cos 2q$. Using $\cos 2q=2\cos^2 q-1$ and completing the square gives
\begin{align}
e(q)&=2K\cos^2 q-J_1\cos q-K\nonumber\\
&=2K\left(\cos q-\frac{J_1}{4K}\right)^2-K-\frac{J_1^2}{8K}.
\label{eq:square}
\end{align}
The square can be made zero at an angle other than $q=0$ if $J_1/(4K)<1$. Then
\begin{equation}
\cos q_0=\frac{J_1}{4K},\qquad K>\frac{J_1}{4},
\label{eq:q0}
\end{equation}
and since the cosine is even, $+q_0$ and $-q_0$ are both minima, with the same energy. If $K\le J_1/4$, the closest that $\cos q$ can come to $J_1/(4K)$ is $1$, and the best uniform state is the ferromagnet.

The spiral grows continuously out of the ferromagnet. Just above the threshold $q_0$ is small, and $\cos q_0\approx 1-q_0^2/2$ gives $q_0\approx\sqrt{2(1-J_1/4K)}$. For $K\gg J_1$ the turn approaches $90^\circ$, where second neighbours are antiparallel. The gain over the ferromagnet follows from Eq.~(\ref{eq:square}) as
\begin{equation}
e(0)-e(q_0)=2K(1-\cos q_0)^2 .
\label{eq:gain}
\end{equation}

\section{Can another arrangement do better?}

The manuscript's authors could object that a uniform spiral was assumed. The assumption can be removed. Divide the energy into overlapping blocks of three successive spins,
\begin{equation}
E_n=-\frac{J_1}{2}\left(\mathbf S_n\cdot\mathbf S_{n+1}
+\mathbf S_{n+1}\cdot\mathbf S_{n+2}\right)
+K\,\mathbf S_n\cdot\mathbf S_{n+2}.
\end{equation}
Each interior first-neighbour bond lies in two blocks and so recovers its full weight $J_1$. In an open chain the two end bonds keep half weight. Restoring them changes the total energy by at most $J_1$, which does not affect the energy per spin of a long chain.

Let $a=J_1/(2K)$. Because the spins have unit length,
\begin{align}
\left|\mathbf S_n+\mathbf S_{n+2}-a\mathbf S_{n+1}\right|^2
={}&2+a^2+2\,\mathbf S_n\cdot\mathbf S_{n+2}\nonumber\\
&-2a\,\mathbf S_{n+1}\cdot(\mathbf S_n+\mathbf S_{n+2}).
\end{align}
Multiply by $K/2$. The last term acquires the coefficient $-aK=-J_1/2$, as needed, and the constant becomes $K+Ka^2/2=K+J_1^2/(8K)$. Therefore
\begin{equation}
E_n=\frac K2\left|\mathbf S_n+\mathbf S_{n+2}-a\mathbf S_{n+1}\right|^2
-K-\frac{J_1^2}{8K}.
\label{eq:block}
\end{equation}
No block can have an energy below the constant. For $K>J_1/4$ the spiral reaches it in every block, since $\mathbf S_n+\mathbf S_{n+2}=2\cos q_0\,\mathbf S_{n+1}=a\mathbf S_{n+1}$.

Conversely, any state that reaches the bound obeys $\mathbf S_{n+2}=a\mathbf S_{n+1}-\mathbf S_n$. Taking the squared length of both sides,
\begin{equation}
1=a^2+1-2a\,\mathbf S_n\cdot\mathbf S_{n+1}
\quad\Rightarrow\quad
\mathbf S_n\cdot\mathbf S_{n+1}=\frac a2=\cos q_0 .
\end{equation}
Division by $a$ is allowed because $J_1\neq0$. The sense of rotation is also fixed along the chain:
\begin{equation}
\mathbf S_{n+1}\times\mathbf S_{n+2}
=-\mathbf S_{n+1}\times\mathbf S_n
=\mathbf S_n\times\mathbf S_{n+1}.
\end{equation}
All spins lie in one plane and turn the same way. Every ground state of the block-weighted chain is thus a flat spiral, with its plane free to point anywhere.

The argument also holds for $J_1<0$ if $K>|J_1|/4$; then $\cos q_0$ is negative and the turn exceeds $90^\circ$. At $J_1=0$ it fails, because the even and odd sites decouple and their relative angle is arbitrary.

\section{When the ferromagnet survives}

For $J_1>0$ and $0<K<J_1/4$ the bound in Eq.~(\ref{eq:block}) cannot be reached, and a different estimate is needed. From $|\mathbf u+\mathbf v|^2\le2|\mathbf u|^2+2|\mathbf v|^2$, with $\mathbf u=\mathbf S_n-\mathbf S_{n+1}$ and $\mathbf v=\mathbf S_{n+1}-\mathbf S_{n+2}$, and from $|\mathbf S_i-\mathbf S_j|^2=2(1-\mathbf S_i\cdot\mathbf S_j)$,
\begin{equation}
1-\mathbf S_n\cdot\mathbf S_{n+2}\le 2X,\qquad
X=2-\mathbf S_n\cdot\mathbf S_{n+1}-\mathbf S_{n+1}\cdot\mathbf S_{n+2}.
\end{equation}
Relative to three parallel spins, the block energy is
\begin{equation}
E_n-E_n^{\rm F}=\frac{J_1}{2}X-K(1-\mathbf S_n\cdot\mathbf S_{n+2})
\ge\left(\frac{J_1}{2}-2K\right)X\ge0 .
\end{equation}
Equality requires $X=0$, that is, parallel spins. Competing exchange is therefore not sufficient by itself; it must be strong enough.

\section{Left and right hands}

Call the spiral right-handed when $\hat{\mathbf z}\cdot(\mathbf S_n\times\mathbf S_{n+1})=\sin q$ is positive. The equality of the two hands follows from a symmetry. Reverse the order of the sites, $\mathbf S'_n=\mathbf S_{-n}$. Every scalar product at a given separation reappears, so the energy in Eq.~(\ref{eq:model}) is unchanged, whereas
\begin{equation}
\hat{\mathbf z}\cdot(\mathbf S'_n\times\mathbf S'_{n+1})
=-\hat{\mathbf z}\cdot(\mathbf S_{-n-1}\times\mathbf S_{-n}).
\end{equation}
The hand is reversed at no cost.

One qualification is needed. In the model as written the two hands are not separate states. Rotating all spins by $\theta$ about the $x$ axis gives
\begin{equation}
\mathbf S_n(\theta)=(\cos qn,\ \cos\theta\sin qn,\ \sin\theta\sin qn),
\end{equation}
which leaves every scalar product unchanged and turns $q$ into $-q$ at $\theta=180^\circ$. An easy-plane term $A\sum_n(S_n^z)^2$ with $A>0$ removes this free path. Spirals in the $xy$ plane pay nothing and remain ground states, while the rotated spiral pays $A\sin^2\theta\,\sin^2 qn$ at site $n$. Averaged over a long spiral with $q$ not a multiple of $180^\circ$, this is $(A/2)\sin^2\theta$. The ground states then form two disconnected sets, one of each hand. The largest cost on this path, $A/2$ per spin, is only an upper bound on the barrier per spin. A wall between segments of opposite hand costs an energy that does not grow with the length of the chain, so reversing the hand by passing such a wall along a long chain is far cheaper per spin.

\section{What antisymmetric exchange adds}

Now add $-D\sum_n\hat{\mathbf z}\cdot(\mathbf S_n\times\mathbf S_{n+1})$ with $D>0$. For a spiral in the $xy$ plane the energy becomes $e(q)-D\sin q$.

Consider first $K=0$. Within this model a spiral then does require $D\neq0$:
\begin{equation}
-J_1\cos q-D\sin q=-\sqrt{J_1^2+D^2}\,\cos(q-q_D),\qquad
\tan q_D=\frac{D}{J_1}.
\label{eq:dm}
\end{equation}
There is one minimum and hence one hand. A turn above $45^\circ$ would need $D>J_1$.

For $K>J_1/4$ and small $D$ this planar energy has two minima, near $\pm q_0$, with energies $E_\pm(D)$. The higher one is a true minimum only if an easy plane holds the spins: along the rotation about $x$ the energy per spin varies as $(A/2)\sin^2\theta-D\sin q\cos\theta$, so for $A$ below about $D\sin q_0$ the unfavoured hand is a saddle and turns over into the favoured one. Since $e'(q_0)=0$, the shift of the angle changes the energy only at order $D^2$, so $E_\pm=e(q_0)\mp D\sin q_0+O(D^2)$. Replacing $q$ by $-q$ is equivalent to replacing $D$ by $-D$, hence $E_-(D)=E_+(-D)$. The difference is odd in $D$ and has no second-order term:
\begin{equation}
E_--E_+=2D\sin q_0+O(D^3).
\label{eq:split}
\end{equation}
In this regime frustration sets the pitch, and the DM term selects the hand.

\section{A numerical case}

Take $J_1=6.0$~meV, $K=2.5$~meV and a layer spacing of $0.28$~nm. Each chain site stands for one atom of a layer, and $J_1$ and $K$ are sums over its couplings to one other layer. The threshold is $J_1/4=1.5$~meV, so the spiral wins:
\begin{align}
\cos q_0&=\frac{6.0}{4\times2.5}=0.600,\qquad q_0=53.13^\circ,\\
e(\pm q_0)&=-6.0(0.600)+2.5(-0.280)=-4.30\ \text{meV},\\
e(0)&=-6.0+2.5=-3.50\ \text{meV}.
\end{align}
The gain is $0.80$~meV per atom, in agreement with Eq.~(\ref{eq:gain}): $2\times2.5\times0.4^2=0.80$. The period is $360/53.13=6.78$ layers, or $1.90$~nm.

The minimum was also sought without assuming a spiral. Fourteen spins, with the end weights above, were relaxed from random directions in three dimensions. The lowest state found turns by $53.13^\circ$ at each step. With $J_1=-6.0$~meV the turn is $126.87^\circ$, and with $J_1=6.0$~meV and $K=1.2$~meV the lowest state is ferromagnetic.

With an easy-plane term $A=1.0$~meV, 40 random starts gave 4 right-handed and 4 left-handed ground states. The other 32 ended in neither. A plausible reading is that these runs were caught in states containing walls between segments of opposite hand, but the final states were not analysed, so this is a conjecture. The counts show that both hands are reached; they are too few to measure probabilities.

For $D=0.10$~meV, Eq.~(\ref{eq:split}) gives a splitting of $2\times0.10\times0.8=0.160$~meV per atom, and direct minimization of the two spiral branches gives the same to three digits. If $K$ is removed while $J_1$ and $D$ are held fixed, Eq.~(\ref{eq:dm}) gives a turn of only $0.955^\circ$ and a period of about $106$~nm.

\section{Temperature and neglected interactions}

At finite temperature the exchange inside the layers matters. Let its sum over the neighbours of one atom be $J_0=25$~meV, and let each layer have mean spin length $m$. In mean-field theory an atom feels the exchange field $\mathcal J m$, where
\begin{equation}
\mathcal J(q)=J_0+2J_1\cos q-2K\cos2q=J_0-2e(q).
\end{equation}
Integrating over the directions of one spin in this field gives the free energy per atom relative to the disordered state,
\begin{equation}
\phi=\frac{\mathcal J m^2}{2}-k_BT\ln\frac{\sinh x}{x},
\qquad x=\frac{\mathcal J m}{k_BT}.
\end{equation}
The first term corrects for counting each interaction twice. Setting $\partial\phi/\partial m=0$ yields $m=\coth x-1/x$. For small $x$ the right side is $x/3$, so order sets in at $k_BT_N=\mathcal J(q_0)/3$. At the minimum, $\partial\phi/\partial\mathcal J=m^2/2-m^2=-m^2/2$. The largest $\mathcal J$, and hence the lowest $e(q)$, is preferred: if the couplings do not change with temperature, neither does $q_0$.

Here $\mathcal J(q_0)=25+7.2+1.4=33.6$~meV and $T_N=130$~K. At $100$~K, $m=0.58$ and the spiral's free-energy gain over the ferromagnet is $0.25$~meV per atom. For angular momentum $j=8$ instead of a classical vector, the mean squared projection in the disordered state is $(j+1)/(3j)$ rather than $1/3$, which raises $T_N$ by $9/8$ to $146$~K. Correlated fluctuations and zero-point motion are not sized here.

Two neglected effects favour the collinear state. A sixfold in-plane anisotropy, assumed to be $0.010$~meV in amplitude, can lower its energy by at most that amount. Magnetostriction lowers it by $\frac12C\epsilon^2V$: with an assumed modulus $C=60$~GPa, strain $\epsilon=0.003$ and atomic volume $V=0.0314$~nm$^3$, this is $0.053$~meV. I take the corresponding gain of the spiral as zero, because its layers would prefer strains along different directions. The sum, $0.063$~meV, is below $0.25$~meV at $100$~K. Both effects may grow on cooling, so the comparison should not be extended to low temperature. Dipolar coupling between adjacent close-packed hexagonal layers of $10\,\mu_B$ moments, with in-plane lattice constant $0.36$~nm, adds $0.031$~meV to $J_1$, about half a per cent.

Third-layer exchange is more serious. Add $-J_3\cos3q$ and write $c=\cos q$, so that $\cos3q=4c^3-3c$. For $J_3=+0.5$~meV,
\begin{equation}
e=-4.5c+5c^2-2c^3-2.5,\qquad
\frac{de}{dc}=-4.5+10c-6c^2 .
\end{equation}
The quadratic has discriminant $100-108<0$, so the slope is negative for every $c$ and the lowest uniform state is $c=1$, the ferromagnet. For $J_3=-0.5$~meV the spiral survives, with a turn of $55.87^\circ$. A coupling one twelfth of $J_1$ can thus destroy the spiral or change its angle by about $3^\circ$, depending on its sign. In both cases the energy remains even in $q$, so where the spiral survives its two hands remain degenerate.

These parameters lie roughly in the regime of the heavy rare-earth helimagnets, which have moments near $10\,\mu_B$, ordering temperatures of order $100$~K and turn angles of some tens of degrees. One assumption that such metals break is the short range of the exchange: conduction electrons carry it over several layers. The single $K$ used here is an effective stand-in for these longer-range couplings. The $J_3$ calculation shows how strongly the angle, and even the existence of the spiral, depends on that simplification. Nor does the constant $q_0$ found above describe these metals: in holmium and dysprosium the turn angle falls markedly on cooling, and dysprosium becomes a ferromagnet near $90$~K.

\section{Requested revision}

The inference from a spiral to DM exchange should be withdrawn. It would need evidence that exchange beyond first neighbours is too weak to produce a spiral by itself, that the angle is not imposed by easy axes that turn from layer to layer, and that it does not come from another first-neighbour term. A biquadratic term $B(\mathbf S_n\cdot\mathbf S_{n+1})^2$ with $B>0$, for example, favours perpendicular spins without being antisymmetric. Combined with first-neighbour exchange alone, it gives an angle between parallel and antiparallel if $B>|J_1|/2$. It then fixes the angle of each bond but not the sense of turn, so a uniform spiral is then only one of many ground states, and a further weak coupling must select it. The manuscript's argument supplies none of this evidence. The relevant observation is the hand. Equal populations of left- and right-handed domains would be consistent with Eq.~(\ref{eq:model}) and an easy plane, without DM exchange. They would not exclude it, however: a crystal containing twins of opposite structural hand, and so of opposite $D$, could show the same. A reproducible preference for one hand would point to a term that distinguishes $q$ from $-q$. DM exchange is one candidate; if it is the cause, Eq.~(\ref{eq:split}) relates its strength to the energy splitting when $D$ is small.

\section*{Calculated quantities}
\begin{verbatim}
First-neighbour exchange J1: 6.0 meV
Second-neighbour exchange K: 2.5 meV
Threshold J1/4 for K: 1.50 meV
cos q0 from formula: 0.600
Turn angle q0 from formula: 53.13 degrees
Turn angle of relaxed free spins: 53.13 degrees
Turn angle for J1 reversed: 126.87 degrees
Energy of right-handed spiral: -4.3000 meV per atom
Energy of left-handed spiral: -4.3000 meV per atom
Energy of ferromagnet: -3.5000 meV per atom
Energy gain of spiral: 0.8000 meV per atom
Layer spacing: 0.28 nm
Spiral period: 6.776 layers
Spiral period: 1.897 nm
Spins in relaxed chain: 14
Random starts with easy plane: 40
Ended right-handed: 4
Ended left-handed: 4
Ended in neither ground state: 32
Weak K of the ferromagnetic test: 1.2 meV
Easy-plane anisotropy A: 1.0 meV
Largest cost on rotation path: 0.500 meV per atom
Antisymmetric exchange D: 0.10 meV
Splitting of hands, minimized: 0.15999 meV per atom
Splitting 2 D sin q0: 0.16000 meV per atom
Turn angle with J1 and D only: 0.955 degrees
Period with J1 and D only: 105.6 nm
In-layer exchange sum J0: 25.0 meV
Total exchange sum at q0: 33.60 meV
Mean-field ordering temperature: 130.0 K
Temperature of use: 100 K
Thermal energy there: 8.617 meV
Layer order m there: 0.579
Free-energy gain of spiral there: 0.249 meV per atom
Angular momentum j: 8
Ordering temperature with finite j: 146.2 K
Third-layer exchange size: 0.5 meV
Turn angle, third layer ferromagnetic: 11.46 degrees
Turn angle, third layer antiferro: 55.87 degrees
In-layer lattice constant: 0.36 nm
Atomic moment: 10 mu_B
Dipolar change of J1: 0.031 meV
Sixfold anisotropy, assumed: 0.010 meV per atom
Magnetostrictive strain, assumed: 0.0030
Elastic modulus, assumed: 60 GPa
Volume per atom: 0.0314 nm^3
Magnetostrictive energy: 0.053 meV per atom
\end{verbatim}
